# Surface-diffusion grooves at oxide grain boundaries and the one-fourth power law: verification in Python

```python
# Result under test: a groove at an oxide grain boundary, formed by surface
# diffusion from a flat surface, obeys at small slope
#     y(x,t) = m L Z(x/L),   L = (B t)^(1/4),   m = gamma_gb/(2 gamma_s),
# so its depth and width both grow as t^(1/4).
# y: height, x: distance from the boundary, t: time, m: slope at the root,
# B = Lambda gamma_s Omega^2/(kT), Omega: volume of one formula unit,
# Lambda: effective product of surface diffusivity and surface density.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import diags
from scipy.special import gamma

# ---------- similarity profile from the cosine transform ----------
nodes, weights = np.polynomial.legendre.leggauss(400)
q = 1.5 * (nodes + 1.0)                      # exp(-q^4) is negligible at q = 3
wq = 1.5 * weights * np.exp(-q**4)
Z_root = -2 * gamma(0.75) / np.pi
Z_curv = -2 * gamma(1.25) / np.pi


def Z(u):
    u = np.atleast_1d(u)
    kernel = (1 - np.cos(np.outer(u, q))) / q**2
    return Z_root + u - (2 / np.pi) * kernel @ wq


def Z_slope(u):
    return 1 - (2 / np.pi) * np.sum(wq * np.sin(q * u) / q)


def root_integral(a):
    """-y(0)/(m L) with evaporation strength a = A t/L^2."""
    part = quad(lambda k: -np.expm1(-k**4 - a * k**2) / k**2, 0, 4,
                epsabs=1e-12, epsrel=1e-11)[0]
    return (2 / np.pi) * (part + 0.25)       # tail beyond 4 is 1/k^2


u_ridge = brentq(Z_slope, 1.0, 3.5)
depth_coef = Z(u_ridge)[0] - Z_root
width_coef = 2 * u_ridge

assert abs(root_integral(0.0) + Z_root) < 1e-8
u_grid = np.linspace(0, 25, 2001)
volume = simpson(Z(u_grid), x=u_grid)
assert abs(volume) < 1e-5                    # removed matter sits in the ridges


# ---------- full nonlinear surface equation, finite volumes, B = 1 ----------
def simulate(slope, half_width, n, times, evaporation=0.0):
    h = half_width / n
    grad = diags([-np.ones(n - 1), np.ones(n - 1)], [0, 1],
                 shape=(n - 1, n)).tocsr() / h
    div = -grad.T.tocsr()                    # zero flux at both ends
    sin_root = slope / np.sqrt(1 + slope**2)

    def curvature(y):
        s = grad @ y
        c = div @ (s / np.sqrt(1 + s**2))
        c[0] -= sin_root / h
        return s, c

    def rate(t, y):
        s, c = curvature(y)
        return -(div @ ((grad @ c) / np.sqrt(1 + s**2))) + evaporation * c

    def jacobian(t, y):
        s, c = curvature(y)
        g = 1 + s**2
        dc = div @ diags(g**-1.5) @ grad
        dj = (diags(g**-0.5) @ grad @ dc
              - diags(s * g**-1.5 * (grad @ c)) @ grad)
        return (-(div @ dj) + evaporation * dc).tocsc()

    sol = solve_ivp(rate, (0, times[-1]), np.zeros(n), method="BDF",
                    t_eval=times, jac=jacobian, rtol=1e-6, atol=1e-7 * slope)
    assert sol.success
    x = (np.arange(n) + 0.5) * h
    profiles = sol.y.T
    roots = profiles[:, 0] - slope * h / 2
    root_curv = np.array([curvature(y)[1][0] for y in profiles])
    return x, profiles, roots, root_curv


def ridge(x, y):
    spline = CubicSpline(x, y)
    position = spline.derivative().roots(extrapolate=False)[0]
    return position, float(spline(position))


def groove_sizes(x, profiles, roots):
    tops = np.array([ridge(x, y) for y in profiles])
    return tops[:, 1] - roots, 2 * tops[:, 0]


sim_times = np.array([1.0, 4.0, 16.0])
small = 0.01
x, prof, roots, curv = simulate(small, 20.0, 500, sim_times)
depths, widths = groove_sizes(x, prof, roots)
sim_L = sim_times**0.25
exp_depth = np.log(depths[-1] / depths[0]) / np.log(16)
exp_width = np.log(widths[-1] / widths[0]) / np.log(16)
assert abs(exp_depth - 0.25) < 2e-3 and abs(exp_width - 0.25) < 2e-3
# tolerances below reflect the grid spacing of 0.04 L
assert np.allclose(depths / (small * sim_L), depth_coef, rtol=5e-3)
assert np.allclose(widths / sim_L, width_coef, rtol=5e-3)
assert np.allclose(roots / (small * sim_L), Z_root, rtol=5e-3)
assert np.allclose(curv * sim_L / small, Z_curv, rtol=1e-2)
profile_error = 0.0
for L_sim, y in zip(sim_L, prof):
    near = x < 5 * L_sim
    diff = y[near] / (small * L_sim) - Z(x[near] / L_sim)
    profile_error = max(profile_error, np.max(np.abs(diff)))
assert profile_error < 5e-3

# neighbouring boundaries: growth ends at depth m d/4
spacing_test = 6.0
xs, ps, rs, _ = simulate(small, spacing_test / 2, 150, np.array([60.0]))
saturated = (ps[0, -1] - rs[0]) / (small * spacing_test)
assert abs(saturated - 0.25) < 1e-3

# evaporation added to surface diffusion
_, _, re, _ = simulate(small, 20.0, 500, np.array([1.0]), evaporation=0.5)
assert abs(-re[0] / small / root_integral(0.5) - 1) < 5e-3
assert root_integral(0.5) > 1.1 * root_integral(0.0)

# ---------- chemical potential from the surface energy ----------
xe = np.linspace(0, 6, 6001)
bump = np.exp(-((xe - 2) / 0.4)**2)


def surface_length(y):
    return np.sum(np.hypot(np.diff(xe), np.diff(y)))


for amplitude, linear, tol in ((0.02, True, 1e-3), (0.5, False, 1e-4)):
    ye = amplitude * np.sin(xe)
    step = 1e-4
    measured = (surface_length(ye + step * bump)
                - surface_length(ye - step * bump)) / (2 * step)
    bend = amplitude * np.sin(xe)
    if not linear:
        bend = bend / (1 + (amplitude * np.cos(xe))**2)**1.5
    assert abs(measured / simpson(bend * bump, x=xe) - 1) < tol

# ---------- worked example: alumina, rough typical values ----------
T = 1673.0                                   # K
gamma_s, gamma_gb = 1.0, 0.6                 # J/m^2
D_Al, D_O = 4e-8, 4e-9                       # cm^2/s, surface
D_lattice = 1e-15                            # cm^2/s, generous
p_torr = 1e-7                                # Torr, generous
grain = 5000.0                               # nm
density, molar_mass = 3990.0, 0.10196        # kg/m^3, kg/mol
n_Al, n_O, z_Al, z_O = 2, 3, 3, -2

kT = const.k * T
Omega = molar_mass / (density * const.N_A)
site_density = Omega**(-2 / 3)               # formula units per area
lam_Al, lam_O = n_Al * D_Al, n_O * D_O       # in units of site_density
D_eff = 1 / (n_Al**2 / lam_Al + n_O**2 / lam_O)

# coupled ion fluxes with the electric field as an unknown
g_Al, g_O = 0.7, -1.9
matrix = np.array([[n_Al, lam_Al * z_Al], [n_O, lam_O * z_O]])
flux, field = np.linalg.solve(matrix, [-lam_Al * g_Al, -lam_O * g_O])
assert abs(flux / (-D_eff * (n_Al * g_Al + n_O * g_O)) - 1) < 1e-9

# root angle from the minimum of the junction energy
m = gamma_gb / (2 * gamma_s)
theta = np.arcsin(m)
best = minimize_scalar(
    lambda s: 2 * gamma_s * np.sqrt(1 + s * s) - gamma_gb * s,
    bounds=(0, 2), method="bounded", options={"xatol": 1e-9})
assert abs(best.x - np.tan(theta)) < 1e-5

B = D_eff * 1e-4 * site_density * gamma_s * Omega**2 / kT   # m^4/s
hours = np.array([1.0, 4.0, 16.0])
L = (B * hours * 3600)**0.25                 # m
L_nm = L * 1e9
depth_nm = m * depth_coef * L_nm
width_nm = width_coef * L_nm

# finite slope
xf, pf, rf, _ = simulate(np.tan(theta), 20.0, 500, sim_times)
df, wf = groove_sizes(xf, pf, rf)
exp_full = np.log(df[-1] / df[0]) / np.log(16)
exp_full_w = np.log(wf[-1] / wf[0]) / np.log(16)
assert abs(exp_full - 0.25) < 2e-3 and abs(exp_full_w - 0.25) < 2e-3
full_depth = df[-1] / sim_L[-1]
full_width = wf[-1] / sim_L[-1]

# other neglected effects
mass = molar_mass / const.N_A
A = (p_torr * const.torr * gamma_s * Omega**2
     / (kT * np.sqrt(2 * np.pi * mass * kT)))               # m^2/s
a_evap = A * hours[-1] * 3600 / L[-1]**2
evap_change = root_integral(a_evap) / root_integral(0.0) - 1
lattice_ratio = D_lattice * L[-1] / (Omega * D_eff * site_density)
gibbs = Omega * gamma_s * m * abs(Z_curv) / (L[0] * kT)
sat_depth = m * grain / 4
sat_hours = hours[0] * (sat_depth / depth_nm[0])**4

print(f"Z(0) = {Z_root:.4f}")
print(f"Z''(0+) = {Z_curv:.4f}")
print(f"ridge position u_m = {u_ridge:.4f}")
print(f"depth/(m L) = {depth_coef:.4f}")
print(f"width/L = {width_coef:.4f}")
print(f"integral of Z = {volume:.1e}")
print(f"simulated depth exponent = {exp_depth:.4f}")
print(f"simulated width exponent = {exp_width:.4f}")
print(f"simulated depth/(m L) = {depths[-1] / small / sim_L[-1]:.4f}")
print(f"simulated width/L = {widths[-1] / sim_L[-1]:.4f}")
print(f"largest profile error in Z = {profile_error:.1e}")
print(f"simulated saturated depth/(m d) = {saturated:.4f}")
print(f"temperature = {T:.0f} K")
print(f"kT = {kT / const.e:.4f} eV")
print(f"surface energy = {gamma_s:.2f} J/m^2")
print(f"boundary energy = {gamma_gb:.2f} J/m^2")
print(f"density = {density / 1000:.2f} g/cm^3")
print(f"molar mass = {molar_mass * 1000:.2f} g/mol")
print(f"formula-unit volume = {Omega * 1e27:.5f} nm^3")
print(f"formula units per area = {site_density * 1e-18:.3f} nm^-2")
print(f"surface D of Al = {D_Al:.1e} cm^2/s")
print(f"surface D of O = {D_O:.1e} cm^2/s")
print(f"effective surface D = {D_eff:.3e} cm^2/s")
print(f"small-slope m = {m:.4f}")
print(f"exact root slope = {np.tan(theta):.4f}")
print(f"dihedral angle = {180 - 2 * np.degrees(theta):.1f} deg")
print(f"B = {B * 1e36:.4e} nm^4/s")
for hr, l, d, w in zip(hours, L_nm, depth_nm, width_nm):
    print(f"{hr:.0f} h: L {l:.1f}, depth {d:.1f}, width {w:.1f} nm")
print(f"finite-slope depth exponent = {exp_full:.4f}")
print(f"finite-slope width exponent = {exp_full_w:.4f}")
print(f"finite-slope depth at 1 h = {full_depth * L_nm[0]:.1f} nm")
print(f"finite-slope width at 1 h = {full_width * L_nm[0]:.1f} nm")
print(f"depth change by finite slope = "
      f"{100 * (full_depth / (m * depth_coef) - 1):.1f} %")
print(f"width change by finite slope = "
      f"{100 * (full_width / width_coef - 1):.1f} %")
print(f"vapour pressure = {p_torr:.1e} Torr")
print(f"evaporation strength A t/L^2 at 16 h = {a_evap:.2e}")
print(f"root depth change by evaporation = {100 * evap_change:.2f} %")
print(f"lattice D = {D_lattice:.1e} cm^2/s")
print(f"lattice/surface transport at 16 h = {lattice_ratio:.1e}")
print(f"root Gibbs-Thomson ratio at 1 h = {gibbs:.1e}")
print(f"grain size = {grain:.0f} nm")
print(f"width/grain size at 16 h = {width_nm[-1] / grain:.3f}")
print(f"saturated depth = {sat_depth:.0f} nm")
print(f"power law would reach it at {sat_hours:.2e} h")
print(f"size factor for tenfold D = {10**0.25:.3f}")
print("PASS")
```

Output:

```
Z(0) = -0.7801
Z''(0+) = -0.5770
ridge position u_m = 2.2999
depth/(m L) = 0.9741
width/L = 4.5998
integral of Z = 6.6e-10
simulated depth exponent = 0.2500
simulated width exponent = 0.2500
simulated depth/(m L) = 0.9741
simulated width/L = 4.5998
largest profile error in Z = 4.4e-05
simulated saturated depth/(m d) = 0.2500
temperature = 1673 K
kT = 0.1442 eV
surface energy = 1.00 J/m^2
boundary energy = 0.60 J/m^2
density = 3.99 g/cm^3
molar mass = 101.96 g/mol
formula-unit volume = 0.04243 nm^3
formula units per area = 8.220 nm^-2
surface D of Al = 4.0e-08 cm^2/s
surface D of O = 4.0e-09 cm^2/s
effective surface D = 1.250e-09 cm^2/s
small-slope m = 0.3000
exact root slope = 0.3145
dihedral angle = 145.1 deg
B = 8.0095e+04 nm^4/s
1 h: L 130.3, depth 38.1, width 599.4 nm
4 h: L 184.3, depth 53.9, width 847.7 nm
16 h: L 260.6, depth 76.2, width 1198.8 nm
finite-slope depth exponent = 0.2500
finite-slope width exponent = 0.2500
finite-slope depth at 1 h = 38.7 nm
finite-slope width at 1 h = 597.0 nm
depth change by finite slope = 1.7 %
width change by finite slope = -0.4 %
vapour pressure = 1.0e-07 Torr
evaporation strength A t/L^2 at 16 h = 5.62e-03
root depth change by evaporation = 0.42 %
lattice D = 1.0e-15 cm^2/s
lattice/surface transport at 16 h = 6.0e-04
root Gibbs-Thomson ratio at 1 h = 2.4e-03
grain size = 5000 nm
width/grain size at 16 h = 0.240
saturated depth = 375 nm
power law would reach it at 9.40e+03 h
size factor for tenfold D = 1.778
PASS
```
